**Cholesky QR: loss of orthogonality, breakdown and repetition**

The program tests that one pass of Cholesky QR ($G=X^TX=R^TR$, $Q=XR^{-1}$) loses orthogonality up to order $u\kappa^2$, and that a second pass restores it to roundoff level. Here $u$ is the unit roundoff, $\kappa$ the condition number of $X$, and the loss is the spectral norm of $Q^TQ-I$. For random $200\times10$ matrices the program asserts the explicit one-pass bound where its hypotheses hold, a two-pass loss below $10^{-14}$ up to $\kappa=10^7$, and a fitted exponent within 0.15 of 2; the output gives 1.97. Breakdowns rise from 0 in 100 trials at $\kappa=10^7$ to 91 at $10^{10}$. An explicit $3\times2$ matrix is asserted to follow its predicted loss within one percent and to break down when its small parameter satisfies $\delta^2=0.9u$, but not when $\delta^2=1.1u$. Orthonormal columns scaled by powers of two are asserted to keep a loss below $10^{-14}$, although $\kappa=3.5\times10^{13}$. For six displaced Gaussian orbitals, 40-digit arithmetic is used to assert that the error in $R^TR$ accounts for the measured loss, and that the loss drops by more than a factor of 100 when only $R$ is rounded.

## Check in Python

```python
# Result under test: Cholesky QR (G = X^T X, G = R^T R, Q = X R^-1) in
# floating point has loss of orthogonality ||Q^T Q - I||_2 up to order u kappa^2,
# breaks down at kappa of order u^(-1/2), and a second pass brings the loss
# back to roundoff level whenever the first pass left it well below one.
# u: unit roundoff (half the machine epsilon); kappa: ratio of the extreme
# singular values of X; m, n: rows and columns of X;
# alpha: bound on ||R^T R - X^T X|| / sigma_max^2, about n (m + n + 1) u.
import numpy as np
from scipy.linalg import solve_triangular
from mpmath import mp

mp.dps = 40
u = np.finfo(float).eps / 2
rng = np.random.default_rng(7)


def solve_for_q(X, L):
    return solve_triangular(L, X.T, lower=True).T


def cholesky_qr(X):
    """One pass; returns None if a pivot is not positive."""
    try:
        L = np.linalg.cholesky(X.T @ X)
    except np.linalg.LinAlgError:
        return None
    return solve_for_q(X, L), L.T


def defect(Q):
    """Q^T Q - I, accumulated in extended precision."""
    Ql = Q.astype(np.longdouble)
    return (Ql.T @ Ql - np.eye(Q.shape[1])).astype(float)


def loss(Q):
    return np.linalg.norm(defect(Q), 2)


def alpha_bound(m, n):
    def gamma(k):
        return k * u / (1 - k * u)
    return n * (gamma(m) + gamma(n + 1) * (1 + gamma(m)) / (1 - gamma(n + 1)))


def random_matrix(m, n, kappa):
    U = np.linalg.qr(rng.standard_normal((m, n)))[0]
    V = np.linalg.qr(rng.standard_normal((n, n)))[0]
    return (U * np.logspace(0, -np.log10(kappa), n)) @ V.T


print(f"unit roundoff u = {u:.4e}, machine epsilon = {2*u:.4e}")
print(f"u^(-1/2) = {u**-0.5:.3e}, epsilon^(-1/2) = {(2*u)**-0.5:.3e}")

# --- random matrices: exponent, explicit bounds, second pass, residual
m, n, trials = 200, 10, 40
alpha = alpha_bound(m, n)
print(f"random matrices: m = {m}, n = {n}, {trials} per kappa")
print(f"alpha = {alpha:.3e}, 7 alpha = {7*alpha:.3e}")
print(f"largest kappa with alpha kappa^2 <= 1/8: {(0.125/alpha)**0.5:.3e}")
kappas = [1e3, 1e4, 1e5, 1e6, 1e7]
medians = []
worst_residual = 0.0
print("kappa, median loss 1 pass, max loss 1 pass, max loss 2 passes")
for kappa in kappas:
    first, second = [], []
    for _ in range(trials):
        X = random_matrix(m, n, kappa)
        Q1, R1 = cholesky_qr(X)
        Q2, R2 = cholesky_qr(Q1)
        first.append(loss(Q1))
        second.append(loss(Q2))
        R = (R2 @ R1).astype(np.longdouble)
        res = (X - Q2.astype(np.longdouble) @ R).astype(float)
        worst_residual = max(worst_residual,
                             np.linalg.norm(res, 2) / np.linalg.norm(X, 2))
    if alpha * kappa**2 <= 0.125:
        assert max(first) <= 3 * alpha * kappa**2
    assert max(second) <= 7 * alpha
    assert max(second) < 1e-14
    medians.append(np.median(first))
    print(f"  {kappa:.0e}  {medians[-1]:.2e}  {max(first):.2e}  {max(second):.2e}")
slope = np.polyfit(np.log10(kappas), np.log10(medians), 1)[0]
assert abs(slope - 2) < 0.15
assert worst_residual < 1e-14
print(f"fitted exponent of kappa in the median loss = {slope:.3f}")
print(f"max relative residual after 2 passes = {worst_residual:.2e}")

# --- random matrices: breakdown counts
print("kappa, breakdowns in 100 trials, median loss of survivors")
broken = {}
for kappa in [1e7, 1e8, 1e9, 1e10]:
    runs = [cholesky_qr(random_matrix(m, n, kappa)) for _ in range(100)]
    alive = [loss(r[0]) for r in runs if r is not None]
    broken[kappa] = 100 - len(alive)
    med = np.median(alive) if alive else float("nan")
    print(f"  {kappa:.0e}  {broken[kappa]}  {med:.2e}")
    if kappa == 1e10 and alive:
        assert med > 0.5
assert broken[1e7] == 0
assert broken[1e10] > 30


# --- explicit 3 x 2 matrix that attains the u kappa^2 law
def three_by_two(delta_squared):
    d = np.sqrt(delta_squared)
    return np.array([[1.0, 1.0], [d, 0.0], [0.0, d]])


print("3x2 matrix, delta^2 = (4j+0.9)u:")
print("j, kappa, loss, 0.9/(4j), loss/(u kappa^2), loss 2 passes")
for j in [1, 2**8, 2**16]:
    X = three_by_two((4 * j + 0.9) * u)
    kappa = np.linalg.cond(X)
    Q1 = cholesky_qr(X)[0]
    l1, l2 = loss(Q1), loss(cholesky_qr(Q1)[0])
    predicted = 0.9 / (4 * j)
    assert abs(l1 / predicted - 1) < 0.01
    assert l2 <= 7 * alpha_bound(3, 2)
    print(f"  {j}  {kappa:.3e}  {l1:.4e}  {predicted:.4e}"
          f"  {l1/(u*kappa**2):.3f}  {l2:.1e}")
assert cholesky_qr(three_by_two(0.9 * u)) is None
assert cholesky_qr(three_by_two(1.1 * u)) is not None
for factor in (0.9, 1.1):
    X = three_by_two(factor * u)
    state = "breakdown" if cholesky_qr(X) is None else "completes"
    print(f"  delta^2 = {factor} u: kappa = {np.linalg.cond(X):.3e}, {state}")

# --- large kappa caused by column lengths alone does no harm
B = np.linalg.qr(rng.standard_normal((m, n)))[0]
scaled = B * 2.0 ** (-5 * np.arange(n))
Q_plain, Q_scaled = cholesky_qr(B)[0], cholesky_qr(scaled)[0]
assert loss(Q_scaled) < 1e-14
assert np.max(np.abs(Q_plain - Q_scaled)) < 1e-14
print(f"scaled orthonormal columns: kappa = {np.linalg.cond(scaled):.2e},"
      f" loss = {loss(Q_scaled):.1e}")

# --- worked example: displaced Gaussian orbitals on a grid, lengths in units of a
n_orb, h = 6, 0.1
x = np.linspace(-8, 8, 161)


def orbitals(d):
    centres = (np.arange(n_orb) - (n_orb - 1) / 2) * d
    return np.sqrt(h) * np.pi**-0.25 * np.exp(-(x[:, None] - centres)**2 / 2)


alpha_g = alpha_bound(len(x), n_orb)
print(f"Gaussians: {n_orb} orbitals, {len(x)} points, step {h} a,"
      f" 7 alpha = {7*alpha_g:.2e}")
print("d/a, kappa, u kappa^2, loss 1 pass, loss 2 passes")
for d in [0.8, 0.4, 0.2, 0.1, 0.02]:
    X = orbitals(d)
    kappa = np.linalg.cond(X)
    one = cholesky_qr(X)
    two = None if one is None else cholesky_qr(one[0])
    t1 = "breakdown" if one is None else f"{loss(one[0]):.2e}"
    t2 = "none" if two is None else f"{loss(two[0]):.2e}"
    print(f"  {d}  {kappa:.3e}  {u*kappa**2:.2e}  {t1}  {t2}")
    if u * kappa**2 < 0.05:
        assert one is not None and two is not None
        assert loss(two[0]) < 1e-14
    if u * kappa**2 > 100:
        assert one is None or loss(one[0]) > 0.5

# --- dissection of one case with 40-digit arithmetic
d = 0.1
X = orbitals(d)
singular, Vt = np.linalg.svd(X, full_matrices=False)[1:]
kappa = singular[0] / singular[-1]
Q1, R1 = cholesky_qr(X)
X_mp, L_mp = mp.matrix(X.tolist()), mp.matrix(R1.T.tolist())
G_exact = X_mp.T * X_mp
E_mp = L_mp * L_mp.T - G_exact
L_inv = mp.inverse(L_mp)


def to_double(M):
    return np.array([[float(M[i, k]) for k in range(M.cols)]
                     for i in range(M.rows)])


E = to_double(E_mp)
predicted_defect = to_double(-(L_inv * E_mp * L_inv.T))
measured_defect = defect(Q1)
measured = np.linalg.norm(measured_defect, 2)
mismatch = np.linalg.norm(predicted_defect - measured_defect, 2)
assert np.linalg.norm(E, 2) <= alpha_g * singular[0]**2
assert mismatch < 0.05 * measured
e = Vt[-1] @ E @ Vt[-1]
lower = abs(e) / (singular[-1]**2 + e)
assert lower <= 1.001 * measured

# exact Gram matrix and factor, only R rounded to double
loss_exact = loss(solve_for_q(X, to_double(mp.cholesky(G_exact))))
# exact Gram matrix stored in double, then factored at 40 digits
G_stored = mp.matrix(to_double(G_exact).tolist())
loss_stored = loss(solve_for_q(X, to_double(mp.cholesky(G_stored))))
assert loss_exact < 2 * n_orb * (n_orb + 1) * u * kappa
assert measured > 100 * loss_exact
assert loss_stored > 100 * loss_exact
print(f"dissection at d/a = {d}: sigma_max = {singular[0]:.4f},"
      f" sigma_min = {singular[-1]:.3e}")
print(f"  ||E|| = {np.linalg.norm(E, 2):.2e}, e = {e:.2e}")
print(f"  loss measured = {measured:.3e}")
print(f"  loss from R^-T E R^-1 = {np.linalg.norm(predicted_defect, 2):.3e}")
print(f"  norm of the difference of the two matrices = {mismatch:.1e}")
print(f"  lower bound |e|/(sigma_min^2+e) = {lower:.3e}")
print(f"  kappa after one pass = {np.linalg.cond(Q1):.6f}")
print(f"  u kappa = {u*kappa:.2e}")
print(f"  loss, exact Gram and factor, R rounded = {loss_exact:.2e}")
print(f"  loss, exact Gram stored in double = {loss_stored:.2e}")

print("done: every assertion held")
```

Running it gives:

```
unit roundoff u = 1.1102e-16, machine epsilon = 2.2204e-16
u^(-1/2) = 9.491e+07, epsilon^(-1/2) = 6.711e+07
random matrices: m = 200, n = 10, 40 per kappa
alpha = 2.343e-13, 7 alpha = 1.640e-12
largest kappa with alpha kappa^2 <= 1/8: 7.305e+05
kappa, median loss 1 pass, max loss 1 pass, max loss 2 passes
  1e+03  3.31e-11  1.09e-10  1.18e-15
  1e+04  3.54e-09  2.16e-08  1.29e-15
  1e+05  2.50e-07  1.69e-06  1.07e-15
  1e+06  2.74e-05  1.15e-04  1.15e-15
  1e+07  2.59e-03  1.80e-02  1.32e-15
fitted exponent of kappa in the median loss = 1.968
max relative residual after 2 passes = 2.43e-16
kappa, breakdowns in 100 trials, median loss of survivors
  1e+07  0  2.51e-03
  1e+08  2  2.21e-01
  1e+09  54  9.78e-01
  1e+10  91  1.00e+00
3x2 matrix, delta^2 = (4j+0.9)u:
j, kappa, loss, 0.9/(4j), loss/(u kappa^2), loss 2 passes
  1  6.063e+07  2.2500e-01  2.2500e-01  0.551  1.0e-16
  256  4.192e+06  8.7891e-04  8.7891e-04  0.450  3.5e-16
  65536  2.621e+05  3.4332e-06  3.4332e-06  0.450  3.0e-16
  delta^2 = 0.9 u: kappa = 1.415e+08, breakdown
  delta^2 = 1.1 u: kappa = 1.280e+08, completes
scaled orthonormal columns: kappa = 3.52e+13, loss = 8.3e-16
Gaussians: 6 orbitals, 161 points, step 0.1 a, 7 alpha = 7.83e-13
d/a, kappa, u kappa^2, loss 1 pass, loss 2 passes
  0.8  5.710e+01  3.62e-13  8.75e-14  7.89e-16
  0.4  1.840e+03  3.76e-10  1.66e-10  6.66e-16
  0.2  6.148e+04  4.20e-07  2.46e-07  3.77e-16
  0.1  1.997e+06  4.43e-04  2.83e-04  7.34e-16
  0.02  6.274e+09  4.37e+03  9.96e-01  3.64e-14
dissection at d/a = 0.1: sigma_max = 2.4319, sigma_min = 1.218e-06
  ||E|| = 7.79e-16, e = -4.20e-16
  loss measured = 2.833e-04
  loss from R^-T E R^-1 = 2.833e-04
  norm of the difference of the two matrices = 6.8e-12
  lower bound |e|/(sigma_min^2+e) = 2.833e-04
  kappa after one pass = 1.000142
  u kappa = 2.22e-10
  loss, exact Gram and factor, R rounded = 3.13e-11
  loss, exact Gram stored in double = 5.79e-05
done: every assertion held
```
